# Maxwellian rate coefficient for a constant cross section above threshold

## The decision

Suppose you are writing a particle balance for a sputtering discharge and need the rate at which electrons ionize the gas. You must decide whether one cross section and one threshold are enough, or whether the energy dependence of the cross section and the shape of the electron distribution must be carried along. The simple choice gives a closed formula,

$$k=\sigma\bar v\left(1+\frac{E}{T}\right)e^{-E/T}. \tag{1}$$

Here $E$ is the threshold energy, $\sigma$ the constant cross section above it, $\bar v$ the mean electron speed, and $T$ stands for $k_BT$, an energy. The formula is derived below and then used to measure what the simple choice costs.

The algebra is in atomic units: electron mass, elementary charge and $\hbar$ equal 1. The assumptions behind (1) are:

- the electrons are nonrelativistic, with an isotropic Maxwellian velocity distribution;
- the targets are at rest;
- the cross section is zero for kinetic energy $u<E$ and equals $\sigma$ for $u>E$.

## From the definition to an energy integral

An electron of speed $v$ sweeps out the volume $\sigma(u)v$ per unit time, and each target in that volume gives one event. With electron density $n_e$ and target density $n_g$, the number of events per volume and time is $n_en_gk$, where

$$k=\int d^3v\,f(\mathbf v)\,v\,\sigma(u),\qquad f=\frac{e^{-v^2/2T}}{(2\pi T)^{3/2}},\qquad u=\frac{v^2}{2}.$$

The integrand depends on speed alone, so the angles contribute $4\pi$ and $d^3v\to4\pi v^2dv$:

$$k=\frac{4\pi}{(2\pi T)^{3/2}}\int_0^\infty \sigma(u)\,v^3e^{-v^2/2T}\,dv.$$

Since $v\,dv=du$ and $v^2=2u$, we have $v^3dv=2u\,du$. The prefactor becomes $8\pi/(2\pi T)^{3/2}=\sqrt{8/\pi}\,T^{-3/2}$, and

$$k=\sqrt{\frac8\pi}\,T^{-3/2}\int_0^\infty\sigma(u)\,u\,e^{-u/T}\,du. \tag{2}$$

The weight is $u$, not the $\sqrt u$ of the energy distribution. The extra $\sqrt u$ comes from the speed $v$ in the collision rate.

## The step cross section

For the step, the integral starts at $E$. Integrate by parts, with $x=E/T$:

$$\int_E^\infty u\,e^{-u/T}du=\Big[-Tu\,e^{-u/T}\Big]_E^\infty+T\int_E^\infty e^{-u/T}du
=TE\,e^{-x}+T^2e^{-x}=T^2(1+x)e^{-x}.$$

Therefore $k=\sigma\sqrt{8T/\pi}\,(1+x)e^{-x}$. Setting $E=0$ and $\sigma=1$ turns the definition of $k$ into the mean speed, so $\bar v=\sqrt{8T/\pi}$, and (1) is proved.

For $x\ll1$, expansion gives $(1+x)e^{-x}=1-x^2/2+\dots$. There is no linear term: a low threshold removes electrons that are both few and slow. For $x\gg1$ the factor tends to $x\,e^{-x}$, much larger than the bare exponential.

## What the factor 1 + x means

The factor is easily misread as the fraction $F$ of electrons above threshold. That fraction lacks the speed weight. With $v^2dv=\sqrt{2u}\,du$ and then $u=Tq^2$,

$$F=\frac{2}{\sqrt\pi\,T^{3/2}}\int_E^\infty\sqrt u\,e^{-u/T}du=\frac{4}{\sqrt\pi}\int_{\sqrt x}^\infty q^2e^{-q^2}dq.$$

Write $q^2e^{-q^2}=\tfrac12q\,(2q\,e^{-q^2})$ and integrate by parts. The integral is $\tfrac12\sqrt x\,e^{-x}+\tfrac{\sqrt\pi}{4}\,\mathrm{erfc}\sqrt x$, so

$$F=\mathrm{erfc}\sqrt x+2\sqrt{x/\pi}\;e^{-x}.$$

The quotient $k/(\sigma F)$ is the mean speed of the electrons above threshold. For $x\gg1$ the second term of $F$ dominates and the quotient tends to $\sqrt{2Tx}=\sqrt{2E}$, the speed at threshold, as it should.

The factor also depends on how the cross section starts. Take $\sigma(1-E/u)$ above threshold, which rises from zero and approaches $\sigma$ at high energy. In (2) the weight $u$ becomes $u-E$, and

$$\int_E^\infty(u-E)e^{-u/T}du=T^2(1+x)e^{-x}-ET\,e^{-x}=T^2e^{-x}.$$

The rate is then $\sigma\bar v\,e^{-x}$. An Arrhenius factor without $1+x$ thus belongs to a different cross section.

## Sensitivity to the electron temperature

Take the logarithm of (1) and use $dx/d\ln T=-x$:

$$\frac{d\ln k}{d\ln T}=\frac12-\frac{x}{1+x}+x=\frac12+\frac{x^2}{1+x}. \tag{3}$$

This is related to the mean energy of the electrons that react. Those electrons are distributed as $u\,e^{-u/T}$ above $E$. Another integration by parts gives $\int_E^\infty u^2e^{-u/T}du=T^3(x^2+2x+2)e^{-x}$, hence

$$\langle u\rangle_r=T\,\frac{x^2+2x+2}{1+x}=E+T\,\frac{2+x}{1+x}. \tag{4}$$

Differentiating (2) directly gives $d\ln k/d\ln T=\langle u\rangle_r/T-3/2$, which agrees with (3). For the step with $x\gg1$, the reacting electrons lie on average about $T$ above threshold. If the cross section instead rises linearly from zero, their weight is nearly $(u-E)e^{-(u-E)/T}$ and the average is about $2T$. In both cases the cross section matters mostly within a few $T$ of threshold.

## Example: ionization in an argon sputtering discharge

Take rough, round parameters: $E=16$ eV, $\sigma=2.5$ Å$^2$, $T=3$ eV, gas pressure 5 mTorr, gas temperature 400 K and electron density $10^{11}$ cm$^{-3}$. Then

$$x=\frac{16}{3}=5.333,\qquad (1+x)e^{-x}=6.333\times0.004828=0.03058.$$

The mean speed is $1.159\times10^8$ cm/s. With $\sigma=2.5\times10^{-16}$ cm$^2$, the product $\sigma\bar v$ is $2.898\times10^{-8}$ cm$^3$/s, and

$$k=2.898\times10^{-8}\times0.03058=8.86\times10^{-10}\ \text{cm}^3/\text{s},$$

or 0.145 atomic units. The gas density, pressure divided by $k_B$ times gas temperature, is $1.207\times10^{14}$ cm$^{-3}$. Each electron therefore ionizes $n_gk=1.07\times10^5$ times per second in this model.

The fraction of electrons above threshold is 0.01367, and their mean speed is $2.59\times10^8$ cm/s, 2.24 times the mean speed of all electrons. Using $\sigma\bar vF$ as the rate would make it too small by that factor. Dropping $1+x$ would make it too small by 6.33.

By (3), the logarithmic slope for the step is 4.99: near 3 eV, a 1 % error in $T$ gives about 5 % in this $k$. With the other parameters fixed, the rate changes as follows.

| $T$ (eV) | $k$ (cm$^3$/s) |
|---|---|
| 2 | $7.1\times10^{-11}$ |
| 3 | $8.9\times10^{-10}$ |
| 4 | $3.1\times10^{-9}$ |
| 5 | $6.4\times10^{-9}$ |

From 2 to 3 eV the rate grows 12-fold, from 4 to 5 eV only about twofold. The slope (3) increases with $x$, so it falls as the electrons get hotter.

## A gradual onset

An ionization cross section does not jump to its plateau. Let it rise linearly from zero at $E$ to $\sigma$ at $E+W$ and stay there. This ramp is a uniform average of steps:

$$\sigma_{\rm ramp}(u)=\frac{\sigma}{W}\int_E^{E+W}\theta(u-E')\,dE',$$

where $\theta$ is 1 for positive argument and 0 otherwise. For $u$ inside the ramp the integral is $u-E$; above the ramp it is $W$. Because (2) is linear in the cross section, the rate is the same average of (1). Put $z=E'/T$ and $y=(E+W)/T$:

$$k_{\rm ramp}=\sigma\bar v\,\frac TW\int_x^y(1+z)e^{-z}dz
=\sigma\bar v\,\frac TW\Big[(2+x)e^{-x}-(2+y)e^{-y}\Big]. \tag{5}$$

The derivative of $-(2+z)e^{-z}$ is indeed $(1+z)e^{-z}$. As $W\to0$ the average runs over a vanishing interval and (1) returns. For $W\gg T$ the term with $y$ is negligible, and

$$\frac{k_{\rm ramp}}{k}\approx\frac TW\,\frac{2+x}{1+x}=\frac{\langle u\rangle_r-E}{W},$$

where the last form uses (4). The ratio is the height of the ramp, relative to the plateau, at the mean energy of the electrons that would react on the step. Those that react on the ramp have a higher mean energy, because the ramp favours faster electrons.

For the example take $W=25$ eV, again a rough value. The mean reacting energy for the step is 19.47 eV, so the estimate is $3.47/25=0.139$. The full formula (5) gives the same ratio to three figures, and $k_{\rm ramp}=1.23\times10^{-10}$ cm$^3$/s. The step with the plateau value overestimates the ramp rate sevenfold.

One could keep (1) and lower the cross section to $0.139\times2.5=0.35$ Å$^2$. That reproduces the ramp at 3 eV, but the reduction factor itself depends on $T$, so the fitted value does not carry over to another temperature.

## A depleted tail

The reacting electrons belong to the tail of the distribution. To see how much its shape matters, compare with a Druyvesteyn energy distribution, proportional to $\sqrt u\,e^{-(u/w)^2}$, at the same mean energy $3T/2$. The substitution $z=(u/w)^2$ gives

$$\int_0^\infty u^s e^{-(u/w)^2}du=\frac{w^{s+1}}2\,\Gamma\!\left(\frac{s+1}2\right).$$

With $s=1/2$ this is the normalization $N=\tfrac12w^{3/2}\,\Gamma(3/4)$. With $s=3/2$ it gives the mean energy $w\,\Gamma(5/4)/\Gamma(3/4)$. Equating that to $3T/2$ fixes

$$w=\frac{3T}{2}\,\frac{\Gamma(3/4)}{\Gamma(5/4)}.$$

The rate for the step is the average of $\sigma\sqrt{2u}$ above $E$:

$$k_D=\frac{\sigma\sqrt2}{N}\int_E^\infty u\,e^{-(u/w)^2}du=\frac{\sigma\sqrt2}{N}\,\frac{w^2}{2}\,e^{-(E/w)^2}
=\frac{\sigma\sqrt{2w}}{\Gamma(3/4)}\,e^{-(E/w)^2}.$$

In the example $w=6.08$ eV and $k_D=2.96\times10^{-11}$ cm$^3$/s, which is 0.033 of the Maxwellian value. At fixed mean energy and fixed cross section, the change of shape lowers the rate 30-fold.

The two reductions do not simply multiply. The reacting electrons are weighted by $u\,e^{-(u/w)^2}$ instead of $u\,e^{-u/T}$. The quotient of these weights falls with energy wherever $2u/w^2>1/T$, that is, for $u>w^2/2T\approx6.2$ eV, which covers all energies above threshold. The Druyvesteyn electrons that react therefore sit lower on the ramp. Both effects together leave a rate below $0.139\times2.96\times10^{-11}$, hence below $4.2\times10^{-12}$ cm$^3$/s.

## Can electron collisions keep the tail Maxwellian?

Collisions among electrons drive the distribution towards a Maxwellian, while inelastic collisions empty the tail. To compare them, consider a fast electron of energy $u$ passing an electron at rest with impact parameter $b$.

The relative motion has reduced mass $1/2$ and initial speed $v$. The collision turns the relative velocity through an angle $\theta$ without changing its magnitude, so the relative momentum changes by $2\cdot\tfrac v2\sin(\theta/2)=v\sin(\theta/2)$ along the symmetry axis of the orbit. This is also the momentum, and hence the speed, given to the struck electron. The energy transfer is $\tfrac12v^2\sin^2(\theta/2)=u\sin^2(\theta/2)$.

The same momentum change is the time integral of the Coulomb force $1/r^2$ projected on that axis. If $\varphi$ is the polar angle measured from the axis, conservation of angular momentum gives $r^2\dot\varphi=vb$ in magnitude, so $dt/r^2=d\varphi/(vb)$. The angle runs from $-(\pi-\theta)/2$ to $(\pi-\theta)/2$:

$$v\sin\frac\theta2=\frac1{vb}\int\cos\varphi\,d\varphi=\frac{2}{vb}\cos\frac\theta2
\quad\Rightarrow\quad\tan\frac\theta2=\frac{2}{v^2b}=\frac1{ub}.$$

Since $\sin^2=\tan^2/(1+\tan^2)$, the transfer is $u/(1+u^2b^2)$. Per unit path, the fast electron loses

$$n_e\int_0^{\lambda}\frac{2\pi b\,u\,db}{1+u^2b^2}=\frac{\pi n_e}{u}\ln(1+u^2\lambda^2)\approx\frac{2\pi n_e}{u}\,L,\qquad L=\ln(u\lambda).$$

The integral needs an upper limit because distant charges are screened. In a weak potential $\phi$ the electron density is $n_e(1+\phi/T)$; with a fixed neutralizing background, Poisson's equation reads $\nabla^2\phi=(4\pi n_e/T)\phi$. Its decay length is the Debye length $\lambda=\sqrt{T/4\pi n_e}$, used here as an approximate cut-off. The fractional energy loss per length is $2\pi n_eL/u^2$.

In the example $\lambda=40.7$ µm and $L=13.0$. At $u=16$ eV the fractional loss is $6.6\times10^{-4}$ cm$^{-1}$, against $n_g\sigma=3.0\times10^{-2}$ inelastic collisions per cm. The quotient is about 45, but it refers to the loss of the whole energy $u$, whereas the tail is only about $T$ wide. A fairer comparison uses the flow of electrons through the energy $E$.

In a Maxwellian, the number of electrons per energy interval times their speed is proportional to $u\,e^{-u/T}$. With the energy loss per length $S=2\pi n_eL/E$ at threshold, electron collisions carry electrons down through $E$ at a rate proportional to $E\,e^{-x}S$. In equilibrium an equal upward flow balances this. That flow serves here as a rough measure of how fast the tail can be refilled, although the flow into a depleted tail can differ from it. With the same constant of proportionality, the step cross section empties the tail at the rate $n_g\sigma\int_E^\infty u\,e^{-u/T}du=n_g\sigma T^2(1+x)e^{-x}$. The quotient of emptying to refilling is

$$\frac{n_g\sigma T^2(1+x)}{ES}=\frac{n_g\sigma}{2\pi n_eL/E^2}\,\frac{1+x}{x^2}\approx45.5\times0.223\approx10.$$

By this estimate, electron collisions alone cannot, at this density, refill the tail at the rate at which the step cross section would empty it.

Scaling the inelastic rate by the ramp factor 0.139 lowers the quotient at $E$ to about 1.4. For the ramp, however, threshold is too low a place to compare, because its electrons react higher up. Since $uS$ is nearly independent of $u$, the refilling flow through an energy $u$ falls as $e^{-u/T}$. With $s=(u-E)/T$ and $W\gg T$, the ramp events are weighted by $s(x+s)e^{-s}$. This weight integrates to $x+2$ over all $s$ and to $(3x+10)e^{-2}$ above $s=2$. The quotient at $E+2T$ is therefore $1.4\,(3x+10)/(x+2)\approx5$. By this estimate the tail is depleted for the ramp as well, at the energies where the reactions occur. Excitation of the gas, which is not counted here, also empties the tail and would raise the quotient. This is an estimate: the struck electrons were taken at rest, and heating by the fields and losses to the walls were left out. It does not show that the real tail is of Druyvesteyn form.

## Moving targets and relativity

Let the targets have mass $M$ and temperature $T_g$. The relative velocity $\mathbf g$ is a difference of independent Gaussian vectors, so each component has variance $T+T_g/M$. The threshold applies to the relative energy $\mu g^2/2$, with $\mu=M/(1+M)$. Define $\mathbf s=\sqrt\mu\,\mathbf g$. Its components have variance $T_r=\mu(T+T_g/M)$, and the relative energy is $s^2/2$. This is the original problem at temperature $T_r$, except that the collision speed is $s/\sqrt\mu$:

$$k=\frac{\sigma}{\sqrt\mu}\sqrt{\frac{8T_r}\pi}\left(1+\frac E{T_r}\right)e^{-E/T_r}.$$

For a mass of 40 u and gas at 400 K, the rate shifts by $-6\times10^{-5}$ relative to (1).

For the relativistic correction, let $u$ be the kinetic energy and $c$ the speed of light. From $(u+c^2)^2=p^2c^2+c^4$ follow $p^2=2u+u^2/c^2$ and $p\,dp=(1+u/c^2)du$. The equilibrium density in momentum space is proportional to $e^{-u/T}$, and $v\,dp=du$. The numerator of the average is

$$\int_E^\infty p^2e^{-u/T}du=2T^2(1+x)e^{-x}\left[1+\frac T{c^2}\,\frac{x^2+2x+2}{2(1+x)}\right].$$

In the normalization, $p^2dp=p\,(1+u/c^2)\,du\approx\sqrt{2u}\,(1+5u/4c^2)\,du$ to first order in $1/c^2$: the expansion of $p$ contributes $u/4c^2$ and the bracket $u/c^2$. The mean of $u$ is $3T/2$, so the normalization grows by the factor $1+15T/8c^2$. The relative change of $k$ is, to this order,

$$\frac T{c^2}\left[\frac{x^2+2x+2}{2(1+x)}-\frac{15}8\right],$$

which is $8\times10^{-6}$ in the example. Both corrections can be ignored beside the effects of the gradual onset and the depleted tail.

## The model beside a real discharge

A pressure of a few mTorr, electron temperatures of a few eV and an electron density near $10^{11}$ cm$^{-3}$ are within the usual rough range for argon sputtering. The threshold is close to argon's ionization energy, and the plateau is of the order of its largest ionization cross section. The step itself is unrealistic, since the actual cross section rises gradually over tens of eV. With the assumed ramp, $8.9\times10^{-10}$ falls to $1.2\times10^{-10}$ cm$^3$/s. A real discharge may also lack a Maxwellian tail, which for the comparison shape at 3 eV costs a further factor of about 30 for the step and more for the ramp. This factor depends strongly on $T$: for the step it is only about 2 at 5 eV. In the other direction, electrons accelerated through the cathode sheath and ionization from excited atoms add events that are not counted here.

For these conditions, (1) with the plateau cross section is therefore unsuitable as a quantitative ionization rate. If the distribution is known to be Maxwellian, use the measured energy dependence in (2), or (5) if a ramp describes it well. If the tail is in doubt, the distribution has to be computed or measured as well, and the rate averaged over it. The numerical output below lists the values used.

## Computed results

```
Threshold E: 16.0 eV
Electron temperature T: 3.0 eV
Plateau cross section: 2.5 angstrom^2
Gas pressure: 5.0 mTorr
Gas temperature: 400 K
Electron density: 1.0e+11 cm^-3
Target mass: 40 u
x = E/T: 5.3333 (dimensionless)
exp(-x): 4.82795e-03 (dimensionless)
(1+x)exp(-x): 0.03058 (dimensionless)
Mean speed: 1.1592e+08 cm/s
Product sigma*vbar: 2.8979e-08 cm^3/s
Step rate coefficient k: 8.8609e-10 cm^3/s
Step rate coefficient k: 1.4464e-01 atomic units
Rate for sigma(1-E/u): 1.3991e-10 cm^3/s
Fraction of electrons above E: 0.01367 (dimensionless)
Mean speed of those electrons: 2.5924e+08 cm/s
Mean energy of reacting electrons: 19.474 eV
d ln k / d ln T: 4.991 (dimensionless)
Gas density: 1.2071e+14 cm^-3
Ionization frequency per electron: 1.0696e+05 s^-1
Step k at T = 2 eV: 7.1437e-11 cm^3/s
Step k at T = 4 eV: 3.0644e-09 cm^3/s
Step k at T = 5 eV: 6.4049e-09 cm^3/s
Ramp width W: 25.0 eV
Ramp rate coefficient: 1.2306e-10 cm^3/s
Ramp rate / step rate: 0.1389 (dimensionless)
Druyvesteyn width w: 6.0838 eV
Druyvesteyn rate, step: 2.9584e-11 cm^3/s
Druyvesteyn / Maxwellian rate: 0.0334 (dimensionless)
Relative shift, target motion: -6.08e-05 (dimensionless)
Relative shift, relativity: 8.05e-06 (dimensionless)
Debye length: 40.72 micrometre
Coulomb logarithm: 13.02 (dimensionless)
Coulomb fractional energy loss at E: 6.627e-04 cm^-1
Inelastic collisions per length: 3.018e-02 cm^-1
Inelastic / Coulomb: 45.5 (dimensionless)
```
